# Does the 18-electron count prove an iron–iron bond in Fe₂(CO)₉?

## Question

In Fe₂(CO)₉ three carbonyls bridge the two iron atoms, and each iron carries three terminal carbonyls. I count neutral ligands. An iron atom brings 8 valence electrons, its terminal carbonyls bring 6, and each bridging carbonyl gives one electron to each metal. That makes

\[
8+3\times2+3\times1=17
\]

electrons per iron. One more is needed, so I draw an Fe–Fe single bond. The iron atoms are only about 2.5 Å apart, which seems to fit.

Someone objected that the count says nothing about a direct bond. But if the metals do not share a pair, where does the eighteenth electron come from? And if the bridges are responsible, can that be shown with orbitals rather than with another way of drawing lines?

## Answer

The count does require a shared pair. The unsupported step is the assumption that two metals can share a pair only through a direct bond. A bridging carbonyl can hold a pair that belongs to the valence shells of both metals.

### What the count fixes

The molecule has \(2\times8+9\times2=34\) electrons in this count, or 17 pairs. An 18-electron iron atom must have 9 pairs in its valence shell. Adding the pairs seen by the two irons therefore gives \(9+9=18\).

Suppose every counted pair belongs to at least one iron. Let \(b\) be the number of direct Fe–Fe pairs and \(m\) the number of three-centre Fe–C–Fe pairs. Both kinds are seen by two irons, so each is counted twice in the sum of 18. Every other pair is counted once. Hence

\[
17+b+m=18,\qquad b+m=1 .
\]

Two structures satisfy this condition.

- For \(b=1,\ m=0\), all three bridges are ketone-like, with two ordinary Fe–C pairs each. There are 6 terminal pairs, 6 bridge pairs, 1 Fe–Fe pair and 4 metal lone pairs, 17 in total.
- For \(b=0,\ m=1\), two bridges are ketone-like and the third donates its carbon lone pair to both metals. There are 6 terminal pairs, 4 ketone-like bridge pairs, 1 three-centre pair and 6 metal lone pairs, again 17.

In the second structure each iron sees \(3+2+1+3=9\) pairs, so the eighteenth electron comes from the three-centre pair. Any of the three bridges can play that role. The three drawings together respect the threefold symmetry.

This settles the logic of counting. To see whether such a structure makes sense as an electronic state, we need a Hamiltonian in which the direct coupling can be set to zero.

### A model with no direct iron–iron coupling

Treat each Fe(CO)₃ unit as a metal with three hybrid orbitals, each pointing towards one bridge. Six of its eight metal electrons occupy three lone pairs outside the model, and two remain for the hybrids. The two metals thus bring 4 electrons and the three carbonyl lone pairs bring 6, so the model holds 10 electrons.

For bridge \(k\), let \(h_{1k}\) and \(h_{2k}\) be the hybrids on the two metals. The carbonyl has a lone-pair orbital \(\sigma_k\), at energy \(E_s\), and an empty orbital \(\pi_k^*\), at energy \(E_p\), whose lobes have opposite signs towards the two metals. All orbitals are taken as orthonormal, and electron repulsion enters only through the chosen mean-field levels. Form the combinations

\[
g_k=\frac{h_{1k}+h_{2k}}{\sqrt2},\qquad
u_k=\frac{h_{1k}-h_{2k}}{\sqrt2}.
\]

The lone pair couples to both hybrids with strength \(t_s\). The \(\pi^*\) orbital couples with \(+t_p\) to metal 1 and \(-t_p\) to metal 2. Therefore

\[
\langle g_k|H|\sigma_k\rangle=\frac{t_s+t_s}{\sqrt2}=\sqrt2\,t_s,
\qquad
\langle u_k|H|\pi_k^*\rangle=\frac{t_p-(-t_p)}{\sqrt2}=\sqrt2\,t_p .
\]

The other two couplings vanish by mirror symmetry. In-phase metal combinations receive electrons from the carbonyl, and out-of-phase combinations donate electrons to it.

Hybrids on the same metal have energy zero and couple to each other with strength \(\kappa\). Their symmetric combination has energy \(2\kappa\), because each hybrid has two neighbours. The two remaining combinations have coefficients that sum to zero, so their energy is \(-\kappa\). In \(D_{3h}\) notation the in-phase set becomes \(a_1'+e'\) and the out-of-phase set \(a_2''+e''\).

Every symmetry channel is now a two-level problem with metal level \(M\), ligand level \(L\) and coupling \(v=\sqrt2\,t\). Solving \((E-M)(E-L)=v^2\) gives the lower energy

\[
E_-=\frac{M+L}{2}-\frac12\sqrt{D^2+4v^2},\qquad D=M-L .
\]

The metal weight \(w\) of this orbital is the derivative of its energy with respect to the metal level:

\[
w=\frac{\partial E_-}{\partial M}
=\frac12\left(1-\frac{D}{\sqrt{D^2+4v^2}}\right).
\]

If the metal lies above the ligand, \(D>0\) and \(w<\tfrac12\), as in donation from \(\sigma\). If it lies below, \(w>\tfrac12\), as in back-donation to \(\pi^*\).

### Numbers for the model

Take \(\kappa=0.5\), \(E_s=-4\), \(E_p=2\) and \(t_s=t_p=1.5\), all in eV. These are round values, not parameters fitted to iron. Then \(4v^2=8t^2=18\ \mathrm{eV}^2\), and

\[
\begin{aligned}
w_{a_1'}&=\tfrac12\left(1-\frac{5}{\sqrt{25+18}}\right)=0.119,\\
w_{e'}&=\tfrac12\left(1-\frac{3.5}{\sqrt{12.25+18}}\right)=0.182,\\
w_{e''}&=\tfrac12\left(1+\frac{2.5}{\sqrt{6.25+18}}\right)=0.754 .
\end{aligned}
\]

The lower \(a_1'\) and \(e'\) orbitals lie below \(E_s=-4\) eV, since coupling pushes the lower level below both parents. The next levels are \(e''\) at \(-1.712\) eV and \(a_2''\) at \(-0.679\) eV. The upper \(e'\) pair must lie above its metal parent at \(-0.5\) eV, and the other upper levels are higher still. Ten electrons therefore fill

\[
(a_1')^2(e')^4(e'')^4,
\]

with a gap of 1.03 eV to the empty \(a_2''\) orbital.

This state is the symmetric counterpart of the three drawings. Among the three out-of-phase bridge orbitals, the \(e''\) pair is filled and the symmetric member is empty. The filled pair has weight \(1-\tfrac13=\tfrac23\) on each bridge, so each bridge holds \(2\times\tfrac23=\tfrac43\) out-of-phase electrons. Averaging two filled bridges and one empty bridge gives the same value. The state also contains phase relations between bridges, which the average of drawings does not describe.

### Are the metals connected electronically?

A useful measure is the sum of squared density-matrix elements between the metals, with two electrons per filled orbital. Call it the index \(W\).

A filled in-phase orbital of metal weight \(w\) has amplitudes \(\sqrt{w/2}\) on both metals and contributes \(2(w/2)=w\) to the cross element. A filled out-of-phase orbital contributes \(-w\). The threefold channels are orthogonal, so their squares add:

\[
W=w_{a_1'}^2+2(w_{e'}-w_{e''})^2 .
\]

The factor 2 counts the two members of the degenerate set. Here

\[
W=0.119^2+2(0.182-0.754)^2\approx0.67,
\]

although every direct matrix element between the metals is zero.

The bridge route can be made explicit. Let \(x_1,x_2\) be the amplitudes on the two hybrids at one bridge. The carbonyl amplitudes obey

\[
s=\frac{t_s(x_1+x_2)}{E-E_s},\qquad
p=\frac{t_p(x_1-x_2)}{E-E_p}.
\]

In the equation for \(x_1\), the carbonyl terms are \(t_ss+t_pp\). The coefficient of \(x_2\) in this sum is the effective metal–metal coupling:

\[
t_{\rm eff}(E)=\frac{t_s^2}{E-E_s}-\frac{t_p^2}{E-E_p}.
\]

For \(E_s<E<E_p\) both terms are positive, so the two routes reinforce each other. At the middle of the gap, \(E=-1.196\) eV,

\[
t_{\rm eff}=\frac{2.25}{2.804}+\frac{2.25}{3.196}=1.51\ \text{eV}.
\]

A positive coupling favours the out-of-phase combination, in line with the filled \(e''\) pair. Because \(t_{\rm eff}\) depends on energy, it should not be read as a fixed direct coupling.

### The index is not a bond strength

Two limits show why \(W\) needs care. Keep the levels fixed and let both bridge couplings go to zero. Then \(w_{a_1'},w_{e'}\to0\) and \(w_{e''}\to1\), so \(W\to2\). At \(t_s=t_p=0.1\) eV the model gives \(W=1.98\), but the gap is only 0.014 eV. The large index comes from putting electrons into delocalised combinations that are almost degenerate with empty ones. Electron repulsion could then easily localise them, and a single closed-shell configuration is no longer safe.

In the opposite limit, \(t_s=t_p\to\infty\), all the weights approach \(\tfrac12\). The two \(e\) contributions cancel and \(W\to\tfrac14\), although the bridge bonding is strong. An index must therefore be read together with the gap and the energies.

### Turning on a direct coupling

Now add a coupling \(b_a\) between the symmetric hybrid combinations of the two metals, and \(b_e\) between the degenerate ones. I call them axial and lateral. They shift an in-phase metal level by \(+b\) and an out-of-phase level by \(-b\).

The model energy \(\mathcal E\) is the sum of occupied orbital energies, each counted twice. Since \(\partial E_-/\partial M=w\),

\[
\frac{\partial\mathcal E}{\partial b_a}=2w_{a_1'},\qquad
\frac{\partial\mathcal E}{\partial b_e}=4(w_{e'}-w_{e''}).
\]

The second factor is 4 because there are two orbitals with two electrons each. At zero direct coupling the slopes are 0.24 and \(-2.29\). A negative axial coupling stabilises the molecule, whereas a negative lateral coupling destabilises it, because the out-of-phase orbitals have more metal character.

With \(b_a=b_e=-0.3\) eV, the first-order change is

\[
-0.3(0.2375-2.2881)=+0.615\ \text{eV}.
\]

Diagonalising the full model gives \(+0.588\) eV. The direct coupling then raises the energy overall, although the count still asks for one shared pair. This sign is not general. To first order, an axial coupling more than about \(2.29/0.24\approx10\) times the lateral one would reverse it. At \(b_e=-0.3\) eV the full model already reverses at a ratio of about 7.

The axial coupling also gives a clean comparison with the count. Hold \(b_e=0\) and all other parameters fixed, and vary \(b_a\) from 0 to \(-3\) eV. The \(e''\) HOMO does not move. The \(a_2''\) level rises. The upper \(a_1'\) level falls, but at the end of the range it is still at

\[
\frac{-2-4}{2}+\frac12\sqrt{2^2+18}=-0.65\ \text{eV},
\]

above the starting LUMO. The gap never drops below 1.03 eV, and the same symmetry types stay filled. The electron count is identical at both ends, while the direct coupling is absent at one and strong at the other. The count cannot tell them apart.

### What about the molecule itself?

The model proves that the inference is invalid. It does not prove that the direct interaction in Fe₂(CO)₉ is zero. For that question I computed the molecule with Kohn–Sham density functional theory in the local density approximation (SVWN). The basis was def2-SVP without f functions on iron and STO-3G on carbon and oxygen.

The geometry was fixed in \(D_{3h}\) symmetry with rounded distances: Fe–Fe 2.50 Å, Fe–C 2.00 Å to the bridges and 1.80 Å to the terminal carbonyls, and C–O 1.18 and 1.15 Å respectively. The terminal Fe–C bonds make 60° with the Fe–Fe axis.

The occupied orbitals were rewritten in intrinsic atomic orbitals, a minimal orthonormal set that still contains the whole occupied space. On iron the set runs up to 3d and 4s and has no 4p shell. In this set the index is

- 0.22 for Fe–Fe,
- 0.44 for one bridging Fe–C contact,
- 0.74 for one terminal Fe–C contact.

The Kohn–Sham gap is 2.68 eV. In this basis the HOMO and LUMO are both odd under the mirror plane between the metals. The model's \(e''\) and \(a_2''\) orbitals have that parity, though parity alone does not establish the full symmetry labels. With def2-SVP on all atoms the gap is 2.91 eV and the HOMO is an \(e''\) pair, as in the model, but the LUMO is a mirror-even \(e'\) pair. The match with the model is therefore reliable only for the HOMO.

Next I deleted every Hamiltonian element that directly joins one Fe(CO)₃ half to the other. This removes the Fe–Fe elements and also those involving terminal carbonyls across the mirror plane. The remaining paths between the halves all pass through the bridging carbonyls. After one diagonalisation, the Fe–Fe index was 0.197, compared with 0.224 before, so 88% survived. Within the intrinsic orbitals the gap changed from 3.04 to 2.94 eV, so this is not the near-degenerate case described above. The occupied space hardly changed: the smallest singular value of the overlap between the old and new spaces was 0.997, where 1 means identical spaces.

The direct block is not negligible in energy, however. For density matrix \(P\) and Kohn–Sham matrix \(F\), define

\[
E_{AB}=2\sum_{\mu\in A}\sum_{\nu\in B}P_{\mu\nu}F_{\mu\nu}.
\]

The 2 includes both off-diagonal blocks. For Fe–Fe this gives \(-2.06\) eV, made of \(-2.54\) eV from mirror-even orbitals and \(+0.49\) eV from mirror-odd ones. Here the odd part is repulsive, as in the model, but its sign is not robust: with def2-SVP on all atoms it is \(+0.23\) eV for the same reference shells, \(-0.04\) eV for another minimal reference and \(-0.65\) eV when iron 4p is included. The total is attractive in all these cases, unlike the model example with equal couplings. The sum covers all the iron orbitals in the intrinsic set, including lone pairs that the model omits. I have not established which difference changes the sign.

The corresponding sum for all iron–bridge elements is \(-40.3\) eV. It covers six Fe–C contacts and the Fe–O elements of the same bridges, and it includes ordinary metal–carbonyl bonding, so the ratio is not a ratio of metal–metal bond strengths. Neither number is a dissociation energy.

### How far the numbers can be trusted

The model is not a fit to the molecule: its index is 0.67 rather than 0.22, and its gap is 1.03 rather than 2.68 eV. It also assumes zero direct coupling, which the computed molecule does not obey. Restoring the deleted direct elements there moves the index from 0.197 to 0.224.

The molecular values are themselves qualitative. The basis is very small, the functional is local, the geometry was not optimised, and the division into atomic orbitals matters. With def2-SVP on all atoms the three indices become 0.21, 0.46 and 0.75, the retained fraction 89%, the Fe–Fe block \(-2.07\) eV and the iron–bridge sum \(-41.6\) eV. Adding iron 4p to the intrinsic set in that basis changes more: the Fe–Fe index rises to 0.40, the retained fraction falls to 79%, and the two sums become \(-10.6\) and \(-89\) eV. The deletion was not followed by new self-consistency, so the retained elements still reflect the intact molecule.

So you may keep the line between the iron atoms as a bookkeeping device for one shared pair. It is not evidence of a direct bond. In this calculation the bridges alone can sustain most of the metal–metal delocalisation, while a direct attractive term remains. Deciding how much to call a bond requires an energy or density analysis with a stated partition, because the electron count contains no such information.
